# Mode truncation and the dipole self-energy for harmonic matter in cavities: test program

```python
# Mode truncation and the dipole self-energy (DSE) in a multimode oscillator model.
# hbar = 1, mass-weighted coordinates; frequencies w and couplings g in eV.
#   H_D = p^2/2 + w0^2 x^2/2 + sum_k [P_k^2 + (w_k Q_k - g_k x)^2]/2      (dipole gauge)
#   H_C = (p - sum_k g_k Q_k)^2/2 + w0^2 x^2/2 + sum_k [P_k^2 + w_k^2 Q_k^2]/2 (Coulomb)
# Exact roots s = Omega^2:  F(s) = w0^2 - s - sum_k g_k^2 s/(w_k^2 - s) = 0.
# restricted: retained modes only; all-DSE: restricted + D x^2/2, D = sum_omitted g^2;
# mass model: restricted with mass 1 + mu, mu = sum_omitted g^2/w^2.
# Under test: per omitted mode error(restricted)/error(all-DSE) = s/w_k^2, so the DSE
# must be restricted when omitted modes lie above Omega; the order reverses below.
# Example: sheet of sigma oscillators per area at the centre of a planar cavity of
# width ell: w_k = (2k-1) wc, wc = pi c/ell, g^2 = 8 pi sigma/ell (atomic units).
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc, alpha
from scipy.optimize import brentq

HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
C_AU = 1 / alpha


def dipole_matrix(w0, w, g, extra=0.0, mu=0.0):
    w, g = np.asarray(w, float), np.asarray(g, float)
    V = np.diag(np.concatenate(([w0**2 + np.sum(g**2) + extra], w**2)))
    V[0, 1:] = V[1:, 0] = -w * g
    V[0, :] /= np.sqrt(1 + mu)
    V[:, 0] /= np.sqrt(1 + mu)
    return V


def freqs(*a, **k):
    return np.sqrt(np.clip(np.linalg.eigvalsh(dipole_matrix(*a, **k)), 0, None))


def coulomb_freqs(w0, w, g):
    # Hamilton's equations of H_C in phase space (x, Q, p, P)
    n = len(w) + 1
    v = np.zeros(2 * n)
    v[n] = 1
    v[1:n] = -np.asarray(g)
    M = np.diag(np.concatenate(([w0**2], np.asarray(w)**2, [0], np.ones(n - 1))))
    M = M + np.outer(v, v)
    J = np.block([[np.zeros((n, n)), np.eye(n)], [-np.eye(n), np.zeros((n, n))]])
    return np.sort(np.linalg.eigvals(J @ M).imag)[n:]


def weight(s, w, g):
    return 1 / (1 + np.sum(g**2 * w**2 / (w**2 - s)**2))


def qp(w, n):
    a = np.diag(np.sqrt(np.arange(1, n)), 1)
    return (a + a.T) / np.sqrt(2 * w), 1j * np.sqrt(w / 2) * (a.T - a)


def levels(om, n):
    e = [np.dot(np.array(t) + 0.5, om) for t in itertools.product(range(5), repeat=len(om))]
    return np.sort(e)[:n]


# symbolic determinants in both gauges
s, a0, a1, a2, b1, b2 = sp.symbols('s a0 a1 a2 b1 b2', positive=True)
Vs = sp.Matrix([[a0**2 + b1**2 + b2**2, -a1 * b1, -a2 * b2],
                [-a1 * b1, a1**2, 0], [-a2 * b2, 0, a2**2]])
us = sp.Matrix([a0, b1, b2])
Ws = us * us.T + sp.diag(0, a1**2, a2**2)
Fs = a0**2 - s - b1**2 * s / (a1**2 - s) - b2**2 * s / (a2**2 - s)
dV = (Vs - s * sp.eye(3)).det()
assert sp.expand(dV - (Ws - s * sp.eye(3)).det()) == 0
assert sp.cancel(sp.together(dV - Fs * (a1**2 - s) * (a2**2 - s))) == 0

# worked example
w0, wc, sigma, K = 2.0, 2.0, 0.2, 10
ell = np.pi * C_AU / (wc / HA)
sig_au = sigma * BOHR**2
g0 = np.sqrt(8 * np.pi * sig_au / ell) * HA
w = (2 * np.arange(1, K + 1) - 1) * wc
g = np.full(K, g0)
D, mu = np.sum(g[1:]**2), np.sum(g[1:]**2 / w[1:]**2)
ex = freqs(w0, w, g)
rs = freqs(w0, w[:1], g[:1])
al = freqs(w0, w[:1], g[:1], extra=D)
ms = freqs(w0, w[:1], g[:1], mu=mu)
print(f"inputs: w0 = {w0} eV, wc = {wc} eV, sigma = {sigma} 1/A^2, K = {K}, retained 1")
print(f"cavity width = {ell*BOHR:.1f} A, highest mode = {w[-1]:.0f} eV")
print(f"g = {g0:.5f} eV, g^2 = {g0**2:.5f} eV^2")
print(f"D = {D:.5f} eV^2, sqrt(w0^2+D) = {np.sqrt(w0**2+D):.5f} eV, mu = {mu:.6f}")
for name, f in (("exact", ex), ("restricted", rs), ("all-DSE", al), ("mass", ms)):
    print(f"{name}: lower {f[0]:.5f} eV, upper {f[1]:.5f} eV, "
          f"splitting {f[1]-f[0]:.5f} eV = {(f[1]-f[0])/HA:.6f} hartree")
for name, f in (("restricted", rs), ("all-DSE", al), ("mass", ms)):
    print(f"error {name}: lower {f[0]-ex[0]:.6f} eV, upper {f[1]-ex[1]:.6f} eV")
assert np.all(al - ex[:2] > 10 * (rs - ex[:2]))
assert np.all(np.abs(ms - ex[:2]) < 0.2 * (rs - ex[:2]))

# gauge equivalence, and the Coulomb partner of the all-DSE model
assert np.allclose(ex, coulomb_freqs(w0, w, g), atol=1e-9)
assert np.allclose(rs, coulomb_freqs(w0, w[:1], g[:1]), atol=1e-10)
assert np.allclose(al, coulomb_freqs(np.sqrt(w0**2 + D), w[:1], g[:1]), atol=1e-10)

# secular roots between the poles
F = lambda t: w0**2 - t - np.sum(g**2 * t / (w**2 - t))
edges = np.concatenate(([0.0], w**2, [w[-1]**2 + 50]))
roots = [brentq(F, edges[i] + 1e-7, edges[i + 1] - 1e-7, xtol=1e-13) for i in range(K + 1)]
assert np.allclose(np.sqrt(roots), ex, atol=1e-9)

# matter weight and first-order error of the restricted model
vec = np.linalg.eigh(dipole_matrix(w0, w[:1], g[:1]))[1]
for i, name in enumerate(("lower", "upper")):
    t = rs[i]**2
    Z = weight(t, w[:1], g[:1])
    assert abs(Z - vec[0, i]**2) < 1e-12
    dF = np.sum(g[1:]**2 * t / (w[1:]**2 - t))
    dFa = np.sum(g[1:]**2 * w[1:]**2 / (w[1:]**2 - t))
    est = Z * dF / (2 * rs[i])
    assert abs(est / (rs[i] - ex[i]) - 1) < 0.05
    print(f"{name}: Z = {Z:.4f}, dF restr = {dF:.5f} eV^2, dF all = {dFa:.5f} eV^2, "
          f"estimate restr = {est:.6f} eV")

# one weak omitted mode above or below: errors and their ratio
ge = 0.01
for wo, shift in ((6.0, 0), (0.5, 1)):
    full = freqs(w0, [wc, wo], [g0, ge])[shift:shift + 2]**2
    ea = freqs(w0, [wc], [g0], extra=ge**2)**2 - full
    er = rs**2 - full
    for i in range(2):
        t = rs[i]**2
        Z = weight(t, w[:1], g[:1])
        assert abs(er[i] / (Z * ge**2 * t / (wo**2 - t)) - 1) < 2e-3
        assert abs(ea[i] / (Z * ge**2 * wo**2 / (wo**2 - t)) - 1) < 2e-3
        assert abs(er[i] / ea[i] / (t / wo**2) - 1) < 2e-3
    print(f"weak mode g = {ge} eV at {wo} eV, lower root: error ratio {er[0]/ea[0]:.4f}, "
          f"s/w^2 = {rs[0]**2/wo**2:.4f}")

# scaling of the errors with the omitted frequency
errs = []
for wo in (20.0, 40.0):
    e = freqs(w0, [wc, wo], [g0, g0])[0]
    errs.append([freqs(w0, [wc], [g0], extra=g0**2)[0] - e, rs[0] - e,
                 freqs(w0, [wc], [g0], mu=g0**2 / wo**2)[0] - e])
slope = np.log2(np.array(errs[1]) / np.array(errs[0]))
assert np.allclose(slope, [0, -2, -4], atol=0.05)
print("exponents 20->40 eV (all, restr, mass): %.3f %.3f %.3f" % tuple(slope))

# interlacing chain on random models
rng = np.random.default_rng(1)
for _ in range(300):
    n = int(rng.integers(2, 8))
    m = int(rng.integers(1, n))
    rw, rg, r0 = rng.uniform(0.2, 10, n), rng.uniform(0, 2, n), rng.uniform(0.2, 10)
    e, r = freqs(r0, rw, rg), freqs(r0, rw[:m], rg[:m])
    a = freqs(r0, rw[:m], rg[:m], extra=np.sum(rg[m:]**2))
    assert np.all(e[:m + 1] <= r + 1e-9) and np.all(r <= a + 1e-9)
    assert np.all(a <= e[n - m:] + 1e-9)

# Fock space in both gauges; projection on the vacuum of the second mode
dims, om3 = (12, 12, 6), (w0, w[0], w[1])


def embed(op, i):
    out = np.ones((1, 1))
    for j, d in enumerate(dims):
        out = np.kron(out, op if j == i else np.eye(d))
    return out


ops = [qp(o, d) for o, d in zip(om3, dims)]
X = [embed(q, i) for i, (q, p) in enumerate(ops)]
H0 = sum(embed(((p @ p).real + om3[i]**2 * q @ q) / 2, i) for i, (q, p) in enumerate(ops))
HD = H0 + g0**2 * X[0] @ X[0] - g0 * X[0] @ (w[0] * X[1] + w[1] * X[2])
A = g0 * (X[1] + X[2])
HC = H0 - embed(ops[0][1], 0) @ A + A @ A / 2
ref = levels(freqs(w0, w[:2], g[:2]), 6)
assert np.allclose(np.linalg.eigvalsh(HD)[:6], ref, atol=1e-6)
assert np.allclose(np.linalg.eigvalsh(HC)[:6], ref, atol=1e-6)
vac = np.arange(0, HD.shape[0], dims[2])
pD = np.linalg.eigvalsh(HD[np.ix_(vac, vac)])[:6]
pC = np.linalg.eigvalsh(HC[np.ix_(vac, vac)])[:6]
assert np.allclose(pD, levels(freqs(w0, w[:1], g[:1], extra=g0**2), 6) + w[1] / 2, atol=1e-6)
assert np.allclose(pC, levels(rs, 6) + w[1] / 2 + g0**2 / (4 * w[1]), atol=1e-6)

# ground-energy overshoots
overC = rs.sum() / 2 + np.sum(w[1:] / 2 + g[1:]**2 / (4 * w[1:])) - ex.sum() / 2
overD = al.sum() / 2 + np.sum(w[1:] / 2) - ex.sum() / 2
assert 0 < overC < overD
print(f"ground-energy overshoot: restricted {overC:.5f} eV, all-DSE {overD:.5f} eV")
for wo in (6.0, 0.5):
    e = freqs(w0, [wo], [ge]).sum() / 2
    oC = w0 / 2 + wo / 2 + ge**2 / (4 * wo) - e
    oD = np.sqrt(w0**2 + ge**2) / 2 + wo / 2 - e
    assert abs(oC / (ge**2 * w0 / (4 * wo * (wo + w0))) - 1) < 2e-3
    assert abs(oD / (ge**2 * wo / (4 * w0 * (wo + w0))) - 1) < 2e-3

# static polarizability per oscillator and the free charge
pol = lambda V: np.linalg.inv(V)[0, 0]
pe = pol(dipole_matrix(w0, w, g))
pr = pol(dipole_matrix(w0, w[:1], g[:1]))
pa = pol(dipole_matrix(w0, w[:1], g[:1], extra=D))
assert abs(pe * w0**2 - 1) < 1e-10 and abs(pr * w0**2 - 1) < 1e-10
assert abs(pa * (w0**2 + D) - 1) < 1e-10
cv = HA**2 * BOHR**3
print(f"polarizability: exact {pe*cv:.3f}, restricted {pr*cv:.3f}, all-DSE {pa*cv:.3f} A^3")
fe, fr = freqs(0.0, w, g)[0], freqs(0.0, w[:1], g[:1])[0]
fa = freqs(0.0, w[:1], g[:1], extra=D)[0]
assert fe**2 < 1e-9 and fr**2 < 1e-9 and fa > 0.9 * np.sqrt(D)
print(f"free charge, lowest root: exact {fe:.4f}, restricted {fr:.4f}, all-DSE {fa:.4f} eV")


# Maxwell transfer matrix: E(0) = 0, slope jump -4 pi k^2 P at the sheet, E(ell) = 0
def end_field(om):
    k, dlt = om / HA / C_AU, (w0**2 - om**2) / HA**2
    cs, sn = np.cos(k * ell / 2), np.sin(k * ell / 2)
    prop = np.array([[cs, sn / k], [-k * sn, cs]])
    jump = np.array([[dlt, 0], [-4 * np.pi * k**2 * sig_au, dlt]])
    return (prop @ jump @ prop @ np.array([0.0, 1.0]))[0]


mx = np.array([brentq(end_field, lo, lo + 1, xtol=1e-13) for lo in (1.0, 2.0, 6.0)])
prev = 0.0
for n in (2, 10, 100, 1000):
    e = freqs(w0, (2 * np.arange(1, n + 1) - 1) * wc, np.full(n, g0))
    a = freqs(w0, [wc], [g0], extra=(n - 1) * g0**2)
    assert prev < a[0] < wc
    prev = a[0]
    print(f"K = {n}: exact {e[0]:.5f}, {e[1]:.5f} eV; all-DSE {a[0]:.5f}, {a[1]:.5f} eV")
# tolerance: the omitted tail of the mass sum is about g^2/(4 K wc^2) = 1e-5
assert np.allclose(e[:3], mx, atol=3e-5)
assert wc - a[0] < 2e-3 and abs(a[1]**2 - 1000 * g0**2 - w0**2) < 1e-2
tan_form = 2 * np.pi * sig_au * (mx / HA / C_AU) * np.tan(mx / HA * ell / (2 * C_AU)) * HA**2
assert np.allclose(tan_form, w0**2 - mx**2, rtol=1e-7)
print("Maxwell roots: %.5f, %.5f, %.5f eV" % tuple(mx))
mu_inf = (g0 / wc)**2 * (np.pi**2 / 8 - 1)
mu_sum = np.sum(g0**2 / ((2 * np.arange(2, 10**6) - 1.0) * wc)**2)
assert abs(mu_sum / mu_inf - 1) < 2e-6
print(f"mu for K -> infinity = {mu_inf:.6f}")

# counterexample: omitted mode below
wh = 6.0
e = freqs(wh, w[:2], g[:2])[1:]
r = freqs(wh, w[1:2], g[:1])
a = freqs(wh, w[1:2], g[:1], extra=g0**2)
assert np.all(r < a) and np.all(a < e) and np.all(e - r > 5 * (e - a))
print(f"counterexample: w0 = {wh} eV, retained {w[1]} eV, omitted {w[0]} eV")
print(f"  exact {e[0]:.5f}, {e[1]:.5f} eV")
print(f"  restricted {r[0]:.5f}, {r[1]:.5f} eV; errors {r[0]-e[0]:.5f}, {r[1]-e[1]:.5f} eV")
print(f"  all-DSE {a[0]:.5f}, {a[1]:.5f} eV; errors {a[0]-e[0]:.5f}, {a[1]-e[1]:.5f} eV")

# quartic oscillator, V = wq^2 x^2/2 + b x^4, one high mode
wq, b, wo, go, nm, nph = 1.0, 0.1, 10.0, 2.0, 40, 24
xb, pb = qp(wq, nm + 10)
cut = lambda M: M[:nm, :nm]
x1, p1, x2, p2 = cut(xb), cut(pb), cut(xb @ xb), cut((pb @ pb).real)
U = wq**2 * x2 / 2 + b * cut(xb @ xb @ xb @ xb)
Q = qp(wo, nph + 2)[0]
Q1, Q2 = Q[:nph, :nph], (Q @ Q)[:nph, :nph]
Im, Ip = np.eye(nm), np.eye(nph)
base = np.kron(p2 / 2 + U, Ip) + np.kron(Im, np.diag(wo * (np.arange(nph) + 0.5)))


def gap(H):
    ev = np.linalg.eigvalsh(H)
    return ev[1] - ev[0]


gD = gap(base + go**2 / 2 * np.kron(x2, Ip) - go * wo * np.kron(x1, Q1))
gC = gap(base - go * np.kron(p1, Q1) + go**2 / 2 * np.kron(Im, Q2))
gr, ga = gap(p2 / 2 + U), gap(p2 / 2 + U + go**2 * x2 / 2)
gm = gap(p2 / (2 * (1 + go**2 / wo**2)) + U)
assert abs(gD - gC) < 1e-5
assert abs(ga - gD) > 20 * abs(gr - gD) and abs(gm - gD) < 0.2 * abs(gr - gD)
print(f"quartic: w0 = {wq} eV, b = {b} eV^3, omitted mode {wo} eV, g = {go} eV")
print(f"  gap exact {gD:.5f}, restricted {gr:.5f}, all-DSE {ga:.5f}, mass {gm:.5f} eV")

print("all tests passed")
```

Running it gives:

```
inputs: w0 = 2.0 eV, wc = 2.0 eV, sigma = 0.2 1/A^2, K = 10, retained 1
cavity width = 3099.6 A, highest mode = 38 eV
g = 0.42183 eV, g^2 = 0.17794 eV^2
D = 1.60144 eV^2, sqrt(w0^2+D) = 2.36674 eV, mu = 0.009285
exact: lower 1.79618 eV, upper 2.21585 eV, splitting 0.41968 eV = 0.015423 hartree
restricted: lower 1.80018 eV, upper 2.22200 eV, splitting 0.42183 eV = 0.015502 hartree
all-DSE: lower 1.91405 eV, upper 2.47301 eV, splitting 0.55896 eV = 0.020541 hartree
mass: lower 1.79641 eV, upper 2.21640 eV, splitting 0.41998 eV = 0.015434 hartree
error restricted: lower 0.003999 eV, upper 0.006150 eV
error all-DSE: lower 0.117874 eV, upper 0.257156 eV
error mass: lower 0.000233 eV, upper 0.000541 eV
lower: Z = 0.4476, dF restr = 0.03195 eV^2, dF all = 1.63339 eV^2, estimate restr = 0.003972 eV
upper: Z = 0.5524, dF restr = 0.05037 eV^2, dF all = 1.65181 eV^2, estimate restr = 0.006262 eV
weak mode g = 0.01 eV at 6.0 eV, lower root: error ratio 0.0900, s/w^2 = 0.0900
weak mode g = 0.01 eV at 0.5 eV, lower root: error ratio 12.9632, s/w^2 = 12.9625
exponents 20->40 eV (all, restr, mass): -0.009 -2.009 -4.009
ground-energy overshoot: restricted 0.00383 eV, all-DSE 0.16106 eV
polarizability: exact 27.431, restricted 27.431, all-DSE 19.589 A^3
free charge, lowest root: exact 0.0000, restricted 0.0000, all-DSE 1.2228 eV
K = 2: exact 1.79798, 2.21852 eV; all-DSE 1.82091, 2.24503 eV
K = 10: exact 1.79618, 2.21585 eV; all-DSE 1.91405, 2.47301 eV
K = 100: exact 1.79577, 2.21526 eV; all-DSE 1.99000, 4.67265 eV
K = 1000: exact 1.79573, 2.21520 eV; all-DSE 1.99900, 13.48858 eV
Maxwell roots: 1.79572, 2.21520, 6.01662 eV
mu for K -> infinity = 0.010396
counterexample: w0 = 6.0 eV, retained 6.0 eV, omitted 2.0 eV
  exact 5.80102, 6.22303 eV
  restricted 5.79279, 6.21462 eV; errors -0.00823, -0.00841 eV
  all-DSE 5.80006, 6.22215 eV; errors -0.00096, -0.00088 eV
quartic: w0 = 1.0 eV, b = 0.1 eV^3, omitted mode 10.0 eV, g = 2.0 eV
  gap exact 1.18413, restricted 1.21036, all-DSE 2.29316, mass 1.18378 eV
all tests passed
```
